# The XX Spin Chain as Free Fermions: Energy, Magnetization and Saturation

**Q.** I am told that a certain chain of coupled spins is "really" a gas of free fermions. Spins on neighbouring sites act on each other. How can anything about them be free? Start by saying which chain you mean.

**A.** Take $L$ spins one-half on a ring, with $L$ even and site $L+1$ the same as site 1. The Hamiltonian of the XX chain in a field is

$$H=J\sum_{j=1}^{L}\left(S^x_jS^x_{j+1}+S^y_jS^y_{j+1}\right)-h\sum_{j=1}^{L}S^z_j ,\qquad J>0 .$$

The $S$ are spin operators with eigenvalues $\pm\tfrac12$ and $\hbar=1$; they are not Pauli matrices, which would multiply the coupling term by four and the field term by two. The field enters through the Zeeman energy $h=g\mu_BB$, and the $z$ axis is chosen so that $h>0$ favours spin up. We ask for the ground state, so the temperature is zero.

The coupling becomes clearer with $S^\pm=S^x\pm iS^y$. Multiplying out,

$$S^+_jS^-_{j+1}=S^x_jS^x_{j+1}+S^y_jS^y_{j+1}+i\left(S^y_jS^x_{j+1}-S^x_jS^y_{j+1}\right).$$

The Hermitian conjugate has the opposite sign in front of $i$, so in the sum the last bracket cancels:

$$S^x_jS^x_{j+1}+S^y_jS^y_{j+1}=\tfrac12\left(S^+_jS^-_{j+1}+S^-_jS^+_{j+1}\right).$$

Each term moves an up spin to a neighbouring site that was down. Call an up spin a particle and a down spin an empty site. The coupling is then pure hopping, and the number $M$ of particles is conserved.

**Q.** Hopping particles, yes, but two of them cannot share a site. That is a strong repulsion, not freedom.

**A.** Fermions also refuse to share a site, and they do so without any interaction energy. The hope is that the exclusion is the Pauli principle in disguise. On one site this already works: $(S^-)^2=0$ and $S^-S^++S^+S^-=1$, as for a fermion annihilator.

**Q.** On different sites it fails. Spin operators on different sites commute, while fermion operators must anticommute.

**A.** The missing sign is supplied by the Jordan-Wigner transformation. Let $n_j=S^+_jS^-_j=S^z_j+\tfrac12$, which is 1 for up and 0 for down, and define

$$c_j=K_jS^-_j,\qquad K_j=\prod_{l<j}(1-2n_l),\qquad K_1=1 .$$

The string $K_j$ is $+1$ or $-1$ according to whether the number of particles to the left of $j$ is even or odd. It is Hermitian, $K_j^2=1$, and it commutes with operators on site $j$.

Consider one site first. Since $S^-$ leaves the site empty, $(1-2n)S^-=S^-$. Since $S^-$ gives a nonzero result only on an occupied site, $S^-(1-2n)=-S^-$. So $1-2n$ anticommutes with $S^-$, and by conjugation with $S^+$.

Now let $i<j$. The string $K_j$ contains the factor $1-2n_i$, hence $K_jS^-_i=-S^-_iK_j$. Everything else commutes, because $K_i$ and $S^-_i$ do not touch site $j$. Therefore

$$c_jc_i=K_jS^-_jK_iS^-_i=K_iK_jS^-_iS^-_j=-K_iS^-_iK_jS^-_j=-c_ic_j .$$

The same steps with $S^+_i$ in place of $S^-_i$ give $c_jc_i^\dagger=-c_i^\dagger c_j$. On one site the strings square to one, so $c_jc_j^\dagger+c_j^\dagger c_j=1$, $c_j^2=0$ and $c_j^\dagger c_j=n_j$. These are all the rules of fermions.

**Q.** You have bought the sign with a string that reaches across the chain. Surely the Hamiltonian is now full of strings.

**A.** For neighbours the strings cancel up to one factor:

$$c_j^\dagger c_{j+1}=S^+_jK_jK_{j+1}S^-_{j+1}=S^+_j(1-2n_j)S^-_{j+1}=S^+_jS^-_{j+1}.$$

The last step holds because $S^+_j$ gives a nonzero result only if site $j$ is empty, and then $1-2n_j=1$. In words, a hop to a neighbouring site passes no other particle, so no sign is picked up.

**Q.** That covers $j=1,\dots,L-1$. The bond that closes the ring joins site $L$ to site 1, with the whole chain between them.

**A.** There a sign does survive. Write $W=\prod_{l=2}^{L-1}(1-2n_l)$. Then

$$c_L^\dagger c_1=S^+_L(1-2n_1)W S^-_1=S^+_LWS^-_1 ,$$

because site 1 is empty after $S^-_1$ has acted. After the hop, site $L$ is occupied and site 1 is empty. The sign $(-1)^M$ of all particles together is thus $W$ times $-1$ from site $L$, so $W=-(-1)^M$. Multiplying the equation by $W$ and using $W^2=1$,

$$S^+_LS^-_1=-(-1)^M\,c_L^\dagger c_1 .$$

Since $M$ is conserved, we treat each $M$ separately, and the sign is then a fixed number. If we define $c_{L+1}=-(-1)^Mc_1$, the closing bond looks like all the others. The fermions are periodic for odd $M$ and antiperiodic for even $M$.

**Q.** So for each $M$ we have a quadratic Hamiltonian. What are its levels?

**A.** Replacing $S^z_j$ by $n_j-\tfrac12$,

$$H=\frac J2\sum_{j=1}^{L}\left(c_j^\dagger c_{j+1}+c_{j+1}^\dagger c_j\right)-hM+\frac{hL}{2}.$$

Insert $c_j=L^{-1/2}\sum_ke^{ikj}c_k$. The boundary condition requires $e^{ikL}=-(-1)^M$, so with integer $q$

$$k=\frac{2\pi q}{L}\ \ (M\text{ odd}),\qquad k=\frac{2\pi (q+\frac12)}{L}\ \ (M\text{ even}).$$

In either set two momenta differ by a multiple of $2\pi/L$, so $\sum_je^{i(k'-k)j}=L\,\delta_{kk'}$. Hence

$$\sum_jc_j^\dagger c_{j+1}=\frac1L\sum_{k,k'}e^{ik'}\sum_je^{i(k'-k)j}c_k^\dagger c_{k'}=\sum_ke^{ik}n_k ,\qquad n_k=c_k^\dagger c_k .$$

Adding the conjugate gives $e^{ik}+e^{-ik}=2\cos k$, and

$$H=\sum_k(J\cos k-h)\,n_k+\frac{hL}{2},\qquad \sum_kn_k=M .$$

Choosing $M$ of the $L$ momenta gives $\binom LM$ states, which is the number of ways to place $M$ up spins on $L$ sites. No spin state is missing and none is added.

**Q.** Then the lowest energy for given $M$ should be a sum over filled levels. Can you do it without replacing the sum by an integral?

**A.** Yes. The band $J\cos k$ has its minimum at $k=\pi$ and rises with the distance from it. The $M$ lowest levels are

$$k=\pi+\frac{2\pi s}{L},\qquad s=-\frac{M-1}{2},\ -\frac{M-1}{2}+1,\ \dots,\ \frac{M-1}{2}.$$

These momenta are allowed. We have $kL=\pi L+2\pi s$, and $\pi L$ is a multiple of $2\pi$ because $L$ is even. For odd $M$, $s$ is an integer and $e^{ikL}=1$; for even $M$, $s$ is half an odd integer and $e^{ikL}=-1$.

Since $\cos(\pi+x)=-\cos x$, we need the sum of $\cos(2as)$ with $a=\pi/L$. Multiply each term by $2\sin a$:

$$2\sin a\cos(2as)=\sin[a(2s+1)]-\sin[a(2s-1)] .$$

On summing, neighbouring terms cancel and the two ends remain: $\sin(aM)-\sin(-aM)=2\sin(aM)$. The lowest energy at zero field is therefore

$$E_M=-J\,\frac{\sin(\pi M/L)}{\sin(\pi/L)},$$

and a field adds $-h(M-L/2)$.

**Q.** I would like to see that against the spins themselves, with no fermions involved.

**A.** For $L=12$ one can write the spin Hamiltonian as a matrix for each $M$ and diagonalize it numerically. The lowest energies at $h=0$, in units of $J$, are:

| $M$ | lowest energy |
|---|---|
| 6 | −3.86370 |
| 7 | −3.73205 |
| 8 | −3.34607 |
| 9 | −2.73205 |
| 10 | −1.93185 |
| 11 | −1.00000 |
| 12 | 0.00000 |

For $M=6$ the formula gives $-1/\sin 15^\circ=-3.8637$. For $M=9$ it gives $-\sin135^\circ/\sin15^\circ=-0.70711\times3.8637=-2.7321$.

**Q.** What is the ground energy per site of a long chain without a field?

**A.** At $h=0$ the lowest $E_M$ is the one with the largest $\sin(\pi M/L)$, so $M=L/2$: half the spins are up and the magnetization vanishes. Per site,

$$\frac{E_{L/2}}{L}=-\frac{J}{L\sin(\pi/L)} .$$

With $\sin x\approx x-x^3/6$ the denominator is $\pi\left[1-\pi^2/(6L^2)\right]$ to this order, so

$$\frac{E_{L/2}}{L}\approx-\frac J\pi\left(1+\frac{\pi^2}{6L^2}\right)\ \longrightarrow\ -\frac J\pi=-0.31831\,J .$$

The ring of 12 sites has $-3.86370\,J/12=-0.32198\,J$, about 1.2% below the limit. For 100 sites, summing the filled levels gives $-0.31836\,J$.

**Q.** You assumed $J>0$. Does a ferromagnetic sign change the answer?

**A.** It does not for even $L$. Rotate every second spin by $\pi$ about $z$. This reverses $S^x$ and $S^y$ there and leaves $S^z$ alone. Each bond, including the closing one, contains one rotated spin, so $J$ changes sign while the Zeeman term stays. The results hold with $|J|$ in place of $J$. On an odd ring the closing bond would join two spins of the same kind, and the argument fails.

**Q.** Now switch on the field. I expect the up spins to increase in number, but perhaps many flip together.

**A.** Compare neighbouring values of $M$. Adding one particle costs $E_{M+1}-E_M$ at zero field and gains $h$, so the two energies are equal at the field $h_M=E_{M+1}-E_M$. Use

$$\sin\frac{\pi(M+1)}L-\sin\frac{\pi M}L=2\cos\frac{\pi(M+\frac12)}L\,\sin\frac{\pi}{2L},\qquad \sin\frac\pi L=2\sin\frac\pi{2L}\cos\frac\pi{2L}.$$

The factor $2\sin(\pi/2L)$ cancels, leaving

$$h_M=-J\,\frac{\cos\left[\pi(M+\frac12)/L\right]}{\cos(\pi/2L)} .$$

For $M=0,\dots,L-1$ the angle runs between 0 and $\pi$, where $-\cos$ increases. The fields $h_M$ therefore increase with $M$. A further particle pays as long as $h_M<h$, so $M$ grows by one at each $h_M$, and no step is skipped.

In the 12-site ring the step from 9 to 10 up spins lies at $(-1.93185+2.73205)J=0.80020\,J$, and the next at $(-1.00000+1.93185)J=0.93185\,J$. At $h=0.9\,J$ the ring thus has $M=10$, and its magnetization per site $m=M/L-\tfrac12$ is $10/12-1/2=0.333$.

**Q.** When is the last spin turned?

**A.** Put $M=L-1$. The angle is $\pi-\pi/2L$, its cosine is $-\cos(\pi/2L)$, and $h_{L-1}=J$ for every even $L$. The saturation field is $h=J$, with no finite-size correction. In the same way $h_0=-J$, where the ring becomes fully polarized downwards.

**Q.** A staircase is not a curve. What remains for a long chain?

**A.** Let $L\to\infty$ with $M/L=\tfrac12+m$ fixed. The half in $M+\tfrac12$ drops out and $\cos(\pi/2L)\to1$, so

$$h=-J\cos\left(\frac\pi2+\pi m\right)=J\sin(\pi m).$$

The steps have height $1/L$ and merge into

$$m(h)=\frac1\pi\arcsin\frac hJ\quad(|h|\le J),\qquad m=\pm\tfrac12\quad\text{for}\quad \pm h\ge J .$$

At $h=0.5\,J$ the angle is $\pi/6$ and $m=1/6$. At $h=0.9\,J$ the curve gives $m=0.356$, against $0.333$ on the 12-site ring, whose magnetization can change only in units of $1/12$.

**Q.** Is the energy consistent with this? The slope of the ground energy with field ought to give $m$.

**A.** The limit of $E_M/L$ is $-(J/\pi)\sin(\pi/2+\pi m)=-(J/\pi)\cos(\pi m)$, because $L\sin(\pi/L)\to\pi$. With $\sin(\pi m)=h/J$ we have $J\cos(\pi m)=\sqrt{J^2-h^2}$. Adding the Zeeman part $-hm$,

$$e(h)=-\frac1\pi\left[\sqrt{J^2-h^2}+h\arcsin\frac hJ\right].$$

Differentiate:

$$-\frac{de}{dh}=\frac1\pi\left[-\frac{h}{\sqrt{J^2-h^2}}+\arcsin\frac hJ+\frac h{\sqrt{J^2-h^2}}\right]=m .$$

At $h=0$ the energy is $-J/\pi$ again. At $h=J$ it is $-J/2$, the Zeeman energy of fully aligned spins: with no down spin left, nothing can hop.

**Q.** The curve reaches $\tfrac12$ at $h=J$ and stays there. Is the arrival smooth?

**A.** It is not. Look at the empty levels. In the long chain a level is filled if $J\cos k<h$, so the empty ones have $|k|<k_F$ with $\cos k_F=h/J$. Their momenta are spaced by $2\pi/L$, so their number is $2k_F/(2\pi/L)=Lk_F/\pi$. Each empty level is one spin that is still down, hence

$$\frac12-m=\frac{k_F}\pi .$$

This agrees with the curve, since $\tfrac\pi2-\arcsin x=\arccos x$. Now set $\delta=1-h/J$, the relative distance below saturation. Then $\delta=1-\cos k_F=2\sin^2(k_F/2)$. Solving, and using $\arcsin x\approx x+x^3/6$,

$$k_F=2\arcsin\sqrt{\frac\delta2}\approx2\sqrt{\frac\delta2}\left(1+\frac16\cdot\frac\delta2\right)=\sqrt{2\delta}\left(1+\frac{\delta}{12}\right).$$

To leading order, just below the saturation field,

$$\frac12-m\approx\frac1\pi\sqrt{2\left(1-\frac hJ\right)} .$$

For $\delta=0.01$ the leading law gives $\sqrt{0.02}/\pi=0.04502$ and the full curve $0.04505$. At $\delta=0.1$ the law is still within 1% of the full deficit, $0.1424$ against $0.1436$.

**Q.** A square root is finite at zero. Why call it a singularity?

**A.** Its slope is infinite there. The susceptibility follows from the curve:

$$\chi=\frac{dm}{dh}=\frac1{\pi\sqrt{J^2-h^2}}\approx\frac1{\pi J\sqrt{2\delta}}\qquad(\delta\to0^+),$$

where $J^2-h^2=J^2\delta(2-\delta)$ was used. It rises from $0.318/J$ at zero field to $2.26/J$ at $h=0.99\,J$ and diverges at $h=J$. Above $J$ it is zero. The magnetization is continuous, but its slope is not.

**Q.** What in the physics produces the exponent one-half?

**A.** Start from the saturated state and turn one spin down by emptying the fermion level $k$. This costs $h-J\cos k$. Here $k$ labels the level, not the wave of the reversed spin. With all spins up the string is $K_j=(-1)^{j-1}$, so $c_k=L^{-1/2}\sum_je^{-ikj}c_j$ spreads the down spin with amplitude proportional to $e^{i(\pi-k)j}$. The cheapest level, $k=0$, is thus a wave that alternates in sign from site to site. For $h>J$ every such cost is positive, the smallest being $h-J$, so the chain stays saturated. For $h$ slightly below $J$ the cost is negative near $k=0$, where it is

$$h-J\cos k\approx J\left(\frac{k^2}2-\delta\right).$$

Levels now empty, and each emptied level means one more reversed spin. By the Pauli principle a level holds at most one fermion, so each level can be emptied only once, and the empty levels cover the range $k^2<2\delta$. This count applies to the fermion levels, not to waves of reversed spins: with several spins down the string depends on where the others sit, and $c_k$ no longer creates a simple spin wave. In one dimension the number of momenta in that range is proportional to its width, hence to $\sqrt\delta$. The exponent combines three things: the quadratic band edge, one dimension and exclusion.

**Q.** How large are these quantities in ordinary units?

**A.** Take the round model values $J=10^{-5}$ hartree and $g=2$. The zero-field ground energy per site is $-J/\pi=-3.183\times10^{-6}$ hartree, or $-86.6\ \mu$eV. Saturation requires $g\mu_BB=J$. In atomic units $\mu_B=\tfrac12$, so $g\mu_B=1$ and $B=10^{-5}$ atomic units of magnetic field, which is $2.35$ T. The same $J$ corresponds to $J/k_B=3.16$ K, so the zero-temperature formulas apply only at temperatures far below that, and close to saturation they need lower temperatures still.

**Q.** Where does the free-fermion picture stop?

**A.** A coupling $J_zS^z_jS^z_{j+1}$ becomes $J_z(n_j-\tfrac12)(n_{j+1}-\tfrac12)$, which contains a product of two densities. The fermions then interact, and filling single levels no longer solves the problem. Hops to second neighbours also spoil it. The strings now leave the factor of the site that is jumped over,

$$S^+_jS^-_{j+2}=c_j^\dagger(1-2n_{j+1})c_{j+2},$$

and this again contains four fermion operators. Nonzero temperature is a different matter. The mapping holds for every level, so for each $M$ the fermions stay free; on a finite ring the momenta still change with the parity of $M$, so a single Fermi function does not give the thermal averages exactly. Excited states then carry weight too, and the ground-state formulas above no longer give the magnetization. The sharp corner at $h=J$ belongs to the infinite chain at zero temperature; a finite ring has its last step there instead.

Numbers in the example were calculated in double precision.
